# Floating-Potential Rise of an Antenna with Shaded Electron Collection

If a shade lets through only a constant fraction $f$ of the Maxwellian electrons that a floating antenna would otherwise collect, and leaves the ion current unchanged, the floating potential of the antenna rises by

$$
\Delta V=\frac{kT_e}{e}\ln\frac1f .
$$

Here $T_e$ is the electron temperature, $k$ Boltzmann's constant and $e>0$ the elementary charge. The result needs a collisionless retarding sheath, a fixed plasma and no leakage from the antenna. It also needs the antenna to be the lowest potential on the electrons' path. That last condition is stronger than asking for a retarding sheath, and an insulating mask can violate it.

Let $\phi\ge0$ be the drop from the sheath edge to the antenna, so that the antenna potential is $V=V_s-\phi$, with the edge potential $V_s$ held fixed. The density at the edge is $n_s$, the electron mass $m$. An electron reaches an unshaded planar antenna if its velocity component $v_z$ towards the surface exceeds $v_0=\sqrt{2e\phi/m}$. The velocities parallel to the surface integrate to unity, and the magnitude of the electron current density is

$$
J_e=e n_s\sqrt{\frac{m}{2\pi kT_e}}\int_{v_0}^{\infty}v_z\,e^{-mv_z^2/2kT_e}\,dv_z .
$$

The integral equals $(kT_e/m)\,e^{-mv_0^2/2kT_e}$, and $mv_0^2/2=e\phi$. Hence

$$
J_e=J_{e0}\,e^{-e\phi/kT_e},\qquad J_{e0}=e n_s\sqrt{\frac{kT_e}{2\pi m}} .
$$

A floating antenna carries no net current. Let $J_i$ be the ion current density. Without the shade the drop $\phi_0$ satisfies $J_{e0}e^{-e\phi_0/kT_e}=J_i$; with the shade the drop $\phi$ satisfies $fJ_{e0}e^{-e\phi/kT_e}=J_i$. Taking logarithms,

$$
\phi_0=\frac{kT_e}{e}\ln\frac{J_{e0}}{J_i},\qquad
\phi=\frac{kT_e}{e}\ln\frac{fJ_{e0}}{J_i}.
$$

Since $V_s$ is fixed, the rise is $\Delta V=(V_s-\phi)-(V_s-\phi_0)=\phi_0-\phi$. The ratio $J_{e0}/J_i$ cancels and $-\ln f=\ln(1/f)$ remains. Physically, the shaded antenna at first collects fewer electrons than ions, charges positively, and so lowers the barrier until the Boltzmann factor has grown by $1/f$.

A constant $f$ is an assumption about the shade, and there is a geometry that supplies it. At the antenna an electron has normal velocity $u_z$ with $mu_z^2/2=mv_z^2/2-e\phi$, so $u_z\,du_z=v_z\,dv_z$ and

$$
v_z e^{-mv_z^2/2kT_e}\,dv_z
=e^{-e\phi/kT_e}\,u_z e^{-mu_z^2/2kT_e}\,du_z .
$$

The sheath has reduced the flux, but the electrons that get through have the same velocity distribution as before, with the same temperature. A field-free shade that absorbs electrons by direction alone therefore passes the same fraction at every $\phi$.

Take a long slot of width $w$ and depth $h$, with absorbing walls and the antenna as its floor, and let $a=h/w$. Motion along the slot does not matter. In the plane across it, let $\theta$ be the angle from the slot axis and $u$ the speed. The flux element is proportional to $u_z\,du_x\,du_z=u^2\cos\theta\,du\,d\theta$, so the normalized angular weight is $\tfrac12\cos\theta\,d\theta$ for $-\pi/2<\theta<\pi/2$. An electron moves sideways by $h|\tan\theta|$ on its way down. With entry points uniform across $w$, a fraction $1-a|\tan\theta|$ reaches the floor, provided this is positive. With $\tan\theta_m=1/a$ and both signs of $\theta$ counted,

$$
f=\int_0^{\theta_m}(\cos\theta-a\sin\theta)\,d\theta
=\sin\theta_m-a(1-\cos\theta_m).
$$

Since $\sin\theta_m=1/\sqrt{1+a^2}$ and $\cos\theta_m=a/\sqrt{1+a^2}$, this becomes

$$
f=\frac{1+a^2}{\sqrt{1+a^2}}-a=\sqrt{1+a^2}-a .
$$

A shallow slot gives $f\to1$ and no rise. A deep one gives $f\simeq1/(2a)$ and a rise close to $(kT_e/e)\ln(2a)$, as long as the sheath still retards electrons.

The retarding condition $\phi\ge0$ requires $f\ge J_i/J_{e0}$. For cold singly charged ions of mass $M$ entering the sheath at the Bohm speed $\sqrt{kT_e/M}$, the ion current is $J_i=en_s\sqrt{kT_e/M}$. It is fixed at the edge and does not depend on $\phi$. Thus

$$
f_{\min}=\frac{J_i}{J_{e0}}=\sqrt{\frac{2\pi m}{M}},\qquad
\Delta V_{\max}=\frac{kT_e}{e}\ln\frac1{f_{\min}}=\phi_0 .
$$

For the slot, squaring $f+a=\sqrt{1+a^2}$ gives $a=(1-f^2)/(2f)$, and $f=f_{\min}$ gives the limiting aspect ratio. In a still deeper slot the electron current cannot balance the ions anywhere in the retarding regime. The antenna then charges beyond it, and its final potential depends on processes outside this model.

For an example, consider a charging test structure in a low-pressure inductive hydrogen plasma, with $kT_e=3.0$ eV, $n_s=10^{11}\ \mathrm{cm^{-3}}$ and protons as the ions. The slots are 500 nm wide and 500 nm deep. Their mask is conducting and is held at the antenna potential by a guard circuit, which makes the slots nearly field-free. The masked area is taken to be wide compared with the sheath thickness but small compared with the chamber walls, so that the sheath is planar and the plasma is undisturbed. With $a=1$,

$$
f=\sqrt2-1=0.414,\qquad \frac{J_{e0}}{J_i}=\sqrt{\frac{M}{2\pi m}}=17.1 .
$$

The unshaded drop is $3.0\ln17.1=8.52$ V. The shaded drop is $3.0\ln(0.414\times17.1)=5.87$ V. The antenna rises by

$$
\Delta V=(3.0\ \mathrm V)\ln\frac1{0.414}=2.64\ \mathrm V .
$$

The nominal limits for this plasma are $f_{\min}=0.0585$, an aspect ratio of 8.5 and a rise of 8.5 V. They treat the electrons at the sheath edge as a full Maxwellian. In fact an absorbing surface returns none of the electrons that pass the barrier, and at zero drop half the distribution is missing, so the limits are only rough: restoring the density $n_s$ at zero drop doubles the electron flux, which halves $f_{\min}$ to 0.029 and doubles the limiting aspect ratio to about 17. At the drops of the example the missing part is about 1% of the edge density without the shade and 2% with it. Rescaling the distribution to keep the density at $n_s$, with the ion current fixed, lowers the rise by only about 0.05 V.

As a test, the floating points were also found by numerical integration over electron velocities, for slots with $a=0.3$, 1 and 3 and for ions of one and three proton masses. The rise agreed with $\ln(1/f)$ to better than $10^{-5}\,kT_e/e$ in every case. Tripling the ion mass moves the unshaded drop from 8.52 to 10.16 V but leaves the rise at 2.64 V, as the cancellation of $J_{e0}/J_i$ requires.

The balance is stable, and the approach to it can be solved in closed form. Let the antenna lie on an insulator of capacitance $C$ per unit area, whose far side is held at the unshaded floating potential. The insulator voltage is then the instantaneous rise $U(t)$. Let $R$ be the ratio of collecting area to insulator area. At rise $U$ the drop is $\phi_0-U$, so the electron current is $fJ_{e0}e^{-e(\phi_0-U)/kT_e}=fJ_ie^{eU/kT_e}$, and

$$
C\frac{dU}{dt}=RJ_i\left(1-f e^{eU/kT_e}\right).
$$

Define $z=e^{-eU/kT_e}/f$, which equals 1 at balance. Then

$$
\frac{dz}{dt}=-\frac{e}{kT_e}\,z\,\frac{dU}{dt}
=-\frac{eRJ_i}{CkT_e}\,z\left(1-\frac1z\right)
=-\frac{z-1}{\tau},\qquad \tau=\frac{CkT_e}{eRJ_i}.
$$

Starting from $U=0$, where $z=1/f$, we have $z=1+(1/f-1)e^{-t/\tau}$. Inverting the definition of $z$ gives

$$
U(t)=\frac{kT_e}{e}\left\{\ln\frac1f-\ln\left[1+\left(\frac1f-1\right)e^{-t/\tau}\right]\right\}.
$$

For a 10 nm model insulator of relative permittivity 4.0, $C=0.354\ \mathrm{\mu F/cm^2}$. With $R=10$ and $J_i=27.2\ \mathrm{mA/cm^2}$,

$$
\tau=\frac{(0.354\ \mathrm{\mu F/cm^2})(3.0\ \mathrm V)}{10\times27.2\ \mathrm{mA/cm^2}}=3.9\ \mathrm{\mu s}.
$$

The rise is 1.39 V after one $\tau$ and 2.44 V after three. A process step lasting seconds therefore sees the final value.

A shade may also remove some ions. If the ion current becomes $gJ_i$, the balance $fJ_{e0}e^{-e\phi/kT_e}=gJ_i$ gives, by the same subtraction,

$$
\Delta V=\frac{kT_e}{e}\ln\frac gf .
$$

Equal shading of both species, $g=f$, produces no shift: the rise comes from the difference between broadly spread electrons and directed ions. In the slot, ions of energy $E$ and transverse temperature $T_i$ have a mean sideways speed $\sqrt{2kT_i/\pi M}$ and a downward speed $\sqrt{2E/M}$. When the sideways shift is small compared with $w$, the lost fraction is $a$ times the ratio of these speeds:

$$
g\simeq1-a\sqrt{\frac{kT_i}{\pi E}},\qquad E=e\phi+\tfrac12kT_e .
$$

The second term in $E$ is the kinetic energy at the Bohm speed. With $kT_i=0.05$ eV, the self-consistent solution has $E=7.5$ eV and $g=0.954$, and the rise falls to $3.0\ln(0.954/0.414)=2.50$ V.

A departure from the Maxwellian distribution can matter more. For an isotropic distribution $F(\varepsilon)$ in velocity space, written as a function of energy $\varepsilon$, integration over the directions that can climb the barrier gives a flux element proportional to $F\,v(v^2-v_0^2)\,dv$. Because $v\,dv=d\varepsilon/m$, the collected flux is

$$
G(\phi)\propto\int_{e\phi}^{\infty}(\varepsilon-e\phi)F(\varepsilon)\,d\varepsilon,\qquad
-\frac{G}{dG/d\phi}=\frac1e\,
\frac{\int_{e\phi}^{\infty}(\varepsilon-e\phi)F\,d\varepsilon}{\int_{e\phi}^{\infty}F\,d\varepsilon}.
$$

This voltage takes the place of $kT_e/e$ in the local response to shading. It is the excess energy $\varepsilon-e\phi$ averaged over the tail with weight $F\,d\varepsilon$ and divided by $e$, and for a Maxwellian it equals $kT_e/e$ at every $\phi$. A Druyvesteyn distribution, $F\propto e^{-(\varepsilon/\varepsilon_0)^2}$, has a tail that steepens with energy. With the density, mean energy, ion current and $f$ all held at the values of the example, it gives a rise of 1.71 V, which is 35% below the Maxwellian result. The effective tail temperature is $1.71/\ln(1/0.414)=1.9$ eV instead of 3.0 eV. Holding $f$ fixed is correct for the field-free slot. Phase-space density is conserved along each path, so behind the planar sheath the distribution is $F(mu^2/2+e\phi)$, with $u$ the speed at the antenna. It is still isotropic over the incoming directions, and the angular weight used for the slot is unchanged.

The formula fails more seriously if the mask is an insulator. Its exposed top receives unshaded electrons and stays near the unshaded floating potential, below the raised antenna. Suppose that the whole slot mouth is at the potential of the mask top and the interior is at the antenna potential. The electron current entering per unit open area is then $J_{e0}e^{-e\phi_0/kT_e}=J_i$, whatever the antenna does. Raising the antenna admits no more electrons; it only steers more of them to the floor. With $\eta=eU/kT_e$, the fraction arriving is

$$
P(\eta)=\int_0^\infty e^{-s}\left\langle\max\left(0,\,1-\frac{a|q|}{\sqrt{2(s+\eta)}}\right)\right\rangle ds ,
$$

where $s$ is the normal energy left at the mouth in units of $kT_e$, and the average is over a normal variable $q$ of unit variance, the sideways velocity in units of $\sqrt{kT_e/m}$. For $\eta=0$ this is the earlier $f=0.414$. At the rise of 2.64 V it is 0.577, and with the antenna raised all the way to the edge potential it is 0.707. With every ion collected, the electron current stays below the ion current throughout, so this antenna charges past 2.64 V and finds no balance in the retarding regime. Ion loss to the walls grows as the rising antenna slows the ions. For $kT_i=0.05$ eV about 90% of them still arrive at the edge potential and the conclusion holds; for $kT_i=0.5$ eV only 68% arrive, and a balance appears close to the edge potential. The step at the mouth is a limiting picture. In a real slot the fields of the mask and the antenna overlap, and the barrier has to be calculated from the geometry.

Several other neglected effects can be estimated for the guarded structure, and those estimated here are small. For cold ions and Boltzmann electrons, with zero field at the edge, the first integral of Poisson's equation gives the field $E_w$ at the wall:

$$
E_w^2=\frac{2n_skT_e}{\epsilon_0}\int_0^{e\phi/kT_e}\left[\frac1{\sqrt{1+2x}}-e^{-x}\right]dx .
$$

The two terms are the ion and electron densities relative to $n_s$. The result is 624 V/cm, and across a slot width this amounts to 0.03 V, about 1% of $kT_e/e$. At 5 mTorr and 300 K, a round model cross-section of $5\times10^{-15}\ \mathrm{cm^2}$ gives an ion mean free path of 12 mm, so a path of ten Debye lengths, 0.4 mm, is about 3% of it. The insulator field is 2.6 MV/cm, below a rough breakdown strength of 10 MV/cm. For an ideal 3.0 eV barrier with a tunnelling mass of 0.4 electron masses, cold-electrode tunnelling and emission over the barrier at 400 K add up to about $3.5\times10^{-28}$ of the collected ion current. Lowering the barrier top by the image force, 0.31 eV, in the emission term brings the sum to about $10^{-26}$. Tunnelling by thermally excited electrons, which this sum omits, raises the estimate to about $2\times10^{-23}$, or $2\times10^{-22}$ if image forces lower the barrier, still negligible. Leakage through defects is not included and could be far larger. Any leakage that drains positive charge acts like a reduction of $g$ and lowers the rise.

The electron temperature, density and pressure are rough values for low-pressure inductive hydrogen plasmas used in surface cleaning. The density may well be lower in a given reactor; it changes $\tau$ but not the ideal rise. Such plasmas also contain molecular hydrogen ions, which change the unshaded drop but not the ideal rise. That cancellation needs Maxwellian electrons: for the Druyvesteyn distribution, tripling the ion mass lowers the rise from 1.71 V to about 1.6 V. The guarded conducting mask belongs to a dedicated test structure. On a wafer patterned with insulating resist the barrier assumption can fail, and 2.64 V should not be used as a prediction there. At the same voltage an insulator thinner than 10 nm has a proportionally larger field, and its leakage must be calculated afresh. Secondary electron emission and radio-frequency motion of the sheath have not been sized. The numerical output below lists the main values used here; its leakage figure omits tunnelling by thermally excited electrons.

## Numbers as computed

```
Electron temperature: 3.0 eV
Sheath-edge density: 1.0e+11 cm^-3
Slot width, depth: 500, 500 nm
Shading factor f: 0.4142
Bohm speed of protons: 1.695e+04 m/s
Ion current density: 27.16 mA/cm^2
Unretarded electron current density: 464.3 mA/cm^2
Ratio Je0/Ji: 17.095
Bare floating drop: 8.516 V
Shaded floating drop: 5.872 V
Rise from velocity integrals: 2.6441 V
Rise from formula: 2.6441 V
Worst error of rise over all slots, masses: 2.4e-14 kTe/e
Triple ion mass, bare drop: 10.164 V
Triple ion mass, rise: 2.6441 V
Smallest f for retarding sheath: 0.0585
Largest slot aspect ratio: 8.52
Largest rise in retarding regime: 8.516 V
Insulator thickness: 10 nm
Insulator relative permittivity: 4.0
Collecting area / insulator area: 10
Insulator capacitance: 0.354 uF/cm^2
Charging time tau: 3.912 us
Rise at t = 0.5 tau: 0.7860 V
Rise at t = 1.0 tau: 1.3875 V
Rise at t = 3.0 tau: 2.4400 V
Rise at t = 8.0 tau: 2.6427 V
Transverse ion temperature: 0.05 eV
Ion energy at antenna, with wall loss: 7.51 eV
Ion fraction g reaching floor: 0.9540
Rise with ion loss: 2.503 V
Rise, Druyvesteyn electrons, same f: 1.714 V
Insulating mask, Je/Ji at formula's rise: 0.577
Insulating mask, Je/Ji at zero drop: 0.707
Debye length at edge: 40.7 um
Sheath field at wall: 624 V/cm
Sheath field times slot width: 0.0312 V
Gas pressure: 5.0 mTorr
Gas temperature: 300 K
Model ion-gas cross-section: 5.0e-15 cm^2
Ion mean free path: 12.4 mm
Ten Debye lengths / mean free path: 0.033
Insulator field: 2.64 MV/cm
Rough breakdown field (input): 10 MV/cm
Insulator barrier: 3.0 eV
Tunnelling mass: 0.4 electron masses
Tunnelling current density: 9.5e-29 A/cm^2
Wafer temperature: 400 K
Field lowering of barrier: 0.309 eV
Thermionic current density: 2.4e-27 A/cm^2
Leakage / collected ion current: 9.0e-27
```
